# Elliott's rule for the angular momenta in SU(3) irreps: verification in Python

```python
# Result under test: Elliott's rule for the SO(3) content of SU(3) irreps (lam, mu).
#   K = min(lam,mu), min-2, ..., 1 or 0
#   K > 0: L = K, K+1, ..., K+max(lam,mu);  K = 0: L = max, max-2, ..., 1 or 0
# In particular (N,0) -> L = N, N-2, ... and (2,2) -> L = 0,2,2,3,4 (dimension 27).
# Independent road: build the trace-free tensors explicitly as states of six
# oscillators (three for upper, three for lower indices) and diagonalize L^2.
# L, M: angular momentum and its projection in units of hbar; theta: rotation angle.
from collections import Counter
import numpy as np
from scipy.linalg import null_space


def triples(n):
    return [(i, j, n - i - j) for i in range(n + 1) for j in range(n - i + 1)]


def tensor_states(lam, mu):
    if lam < 0 or mu < 0:
        return []
    return [u + d for u in triples(lam) for d in triples(mu)]


def operator(source, target, terms):
    """Matrix of a sum of terms (coefficient, annihilated modes, created modes)."""
    index = {s: k for k, s in enumerate(target)}
    matrix = np.zeros((len(target), len(source)))
    for col, state in enumerate(source):
        for coefficient, annihilated, created in terms:
            occupation, amplitude = list(state), float(coefficient)
            for m in annihilated:
                amplitude *= np.sqrt(max(occupation[m], 0))
                occupation[m] -= 1
            if amplitude == 0.0:
                continue
            for m in created:
                occupation[m] += 1
                amplitude *= np.sqrt(occupation[m])
            matrix[index[tuple(occupation)], col] += amplitude
    return matrix


def generator(states, i, j):
    return operator(states, states, [(1, [j], [i]), (-1, [3 + i], [3 + j])])


def analyse(lam, mu):
    """Explicit construction: L content, M values and sizes of the spaces."""
    states = tensor_states(lam, mu)
    traces = tensor_states(lam - 1, mu - 1)
    raising = np.vstack([generator(states, 0, 1), generator(states, 1, 2)])
    highest_all = null_space(raising, rcond=1e-10).shape[1]
    if traces:
        trace_map = operator(states, traces, [(1, [i, 3 + i], []) for i in range(3)])
        basis = null_space(trace_map, rcond=1e-10)
        highest = null_space(np.vstack([trace_map, raising]), rcond=1e-10).shape[1]
    else:
        basis = np.eye(len(states))
        highest = highest_all
    rotations = [generator(states, i, j) - generator(states, j, i)
                 for i, j in ((0, 1), (1, 2), (2, 0))]
    l_squared = -sum(g @ g for g in rotations)
    eigenvalues = np.linalg.eigvalsh(basis.T @ l_squared @ basis)
    l_values = (-1 + np.sqrt(1 + 4 * eigenvalues)) / 2
    assert np.allclose(l_values, np.round(l_values), atol=1e-8)
    content = []
    for l, count in sorted(Counter(int(round(x)) for x in l_values).items()):
        assert count % (2 * l + 1) == 0
        content += [l] * (count // (2 * l + 1))
    m_values = np.linalg.eigvalsh(-1j * (basis.T @ rotations[0] @ basis))
    return dict(content=content, m=m_values, full=len(states), traces=len(traces),
                dim=basis.shape[1], highest=highest, highest_all=highest_all,
                l2=eigenvalues)


def bands(k_top, length):
    result = {}
    for k in range(k_top, -1, -2):
        result[k] = (list(range(k, k + length + 1)) if k > 0
                     else list(range(length % 2, length + 1, 2)))
    return result


def flatten(band_dict):
    return sorted(l for band in band_dict.values() for l in band)


def elliott(lam, mu):
    return flatten(bands(min(lam, mu), max(lam, mu)))


def dimension(l_list):
    return sum(2 * l + 1 for l in l_list)


def character_sum(l_list, theta):
    return sum(np.cos(m * theta) for l in l_list for m in range(-l, l + 1))


def character_formula(lam, mu, theta):
    a, b, s = lam + 1, mu + 1, np.sin
    return (s(a * theta / 2) * s(b * theta / 2) * s((a + b) * theta / 2)
            / (s(theta / 2) ** 2 * s(theta)))


# Tests by explicit construction and diagonalization
theta_test = 0.7
data = {}
for lam in range(5):
    for mu in range(5):
        r = data[lam, mu] = analyse(lam, mu)
        assert r["content"] == elliott(lam, mu)
        assert r["dim"] == r["full"] - r["traces"]
        assert 2 * r["dim"] == (lam + 1) * (mu + 1) * (lam + mu + 2)
        assert r["highest"] == 1 and r["highest_all"] == min(lam, mu) + 1
        direct = np.sum(np.cos(r["m"] * theta_test))
        assert abs(direct - character_formula(lam, mu, theta_test)) < 1e-8
shells = {n: analyse(n, 0) for n in range(7)}
for n, r in shells.items():
    assert r["content"] == list(range(n % 2, n + 1, 2))
    m_count = Counter(int(round(x)) for x in r["m"])
    assert all(m_count[m] == (n - abs(m)) // 2 + 1 for m in range(-n, n + 1))

# Closed forms of the band sums against explicit sums over L and M
for lam in range(9):
    a, t, s = lam + 1, theta_test, np.sin
    for k in range(0, 9):
        band = bands(k, lam)[k]
        if k > 0:
            closed = s(a * t / 2) * s((a + 2 * k) * t / 2) / s(t / 2) ** 2
        else:
            closed = s(a * t / 2) * s((a + 1) * t / 2) / (s(t / 2) * s(t))
        assert abs(character_sum(band, t) - closed) < 1e-10


# Larger irreps: count M values of monomials, remove the traces, and peel off L
def monomial_counts(n):
    counts = np.zeros(2 * n + 1, dtype=int)
    for plus, zero, minus in triples(n):
        counts[plus - minus + n] += 1
    return counts


for lam in range(11):
    for mu in range(11):
        counts = np.convolve(monomial_counts(lam), monomial_counts(mu))
        if lam > 0 and mu > 0:
            counts[2:-2] -= np.convolve(monomial_counts(lam - 1), monomial_counts(mu - 1))
        d = list(counts[lam + mu:]) + [0]
        peeled = [l for l in range(lam + mu + 1) for _ in range(d[l] - d[l + 1])]
        assert peeled == elliott(lam, mu)
        assert flatten(bands(lam, mu)) == flatten(bands(mu, lam)) == peeled

# Worked numbers
print("All L and M in units of hbar; dimensions are numbers of states")
for n, r in shells.items():
    print(f"({n},0): L from diagonalization = {r['content']}, dimension = {r['dim']}")
r = data[2, 2]
print("(2,2): tensor components =", r["full"])
print("(2,2): trace conditions =", r["traces"])
print("(2,2): dimension of trace-free space =", r["dim"])
print("(2,2): highest-weight vectors before removing traces =", r["highest_all"])
print("(2,2): highest-weight vectors after removing traces =", r["highest"])
for k, band in bands(2, 2).items():
    print(f"(2,2): rule, K = {k}: L = {sorted(band)}, states = {dimension(band)}")
m_count = Counter(int(round(x)) for x in r["m"])
for m in range(5):
    print(f"(2,2): states with M = {m}: {m_count[m]}, "
          f"multiplicity of L = {m}: {m_count[m] - m_count[m + 1]}")
for value, count in sorted(Counter(int(round(x)) for x in r["l2"]).items()):
    print(f"(2,2): eigenvalue of L^2 = {value} hbar^2, found {count} times")
print("(2,2): L from diagonalization =", r["content"])
right_angle = np.pi / 2
direct = np.sum(np.cos(r["m"] * right_angle))
formula = character_formula(2, 2, right_angle)
assert abs(direct - formula) < 1e-8
print(f"(2,2): character at 90 degrees, from M values = {direct:.6f}")
print(f"(2,2): character at 90 degrees, closed formula = {formula:.6f}")
wrong = list(range(0, 3)) + bands(2, 2)[2]
assert dimension(wrong) != r["dim"]
print("(2,2): dimension if K = 0 wrongly ran in steps of one =", dimension(wrong))
for k_top, length in ((2, 4), (4, 2)):
    for k, band in bands(k_top, length).items():
        print(f"(4,2): bands with largest K = {k_top}: K = {k}, L = {sorted(band)}")
print("(4,2): L from diagonalization =", data[4, 2]["content"])
print("(4,2): dimension =", data[4, 2]["dim"])
print("OK")
```

Output:

```
All L and M in units of hbar; dimensions are numbers of states
(0,0): L from diagonalization = [0], dimension = 1
(1,0): L from diagonalization = [1], dimension = 3
(2,0): L from diagonalization = [0, 2], dimension = 6
(3,0): L from diagonalization = [1, 3], dimension = 10
(4,0): L from diagonalization = [0, 2, 4], dimension = 15
(5,0): L from diagonalization = [1, 3, 5], dimension = 21
(6,0): L from diagonalization = [0, 2, 4, 6], dimension = 28
(2,2): tensor components = 36
(2,2): trace conditions = 9
(2,2): dimension of trace-free space = 27
(2,2): highest-weight vectors before removing traces = 3
(2,2): highest-weight vectors after removing traces = 1
(2,2): rule, K = 2: L = [2, 3, 4], states = 21
(2,2): rule, K = 0: L = [0, 2], states = 6
(2,2): states with M = 0: 5, multiplicity of L = 0: 1
(2,2): states with M = 1: 4, multiplicity of L = 1: 0
(2,2): states with M = 2: 4, multiplicity of L = 2: 2
(2,2): states with M = 3: 2, multiplicity of L = 3: 1
(2,2): states with M = 4: 1, multiplicity of L = 4: 1
(2,2): eigenvalue of L^2 = 0 hbar^2, found 1 times
(2,2): eigenvalue of L^2 = 6 hbar^2, found 10 times
(2,2): eigenvalue of L^2 = 12 hbar^2, found 7 times
(2,2): eigenvalue of L^2 = 20 hbar^2, found 9 times
(2,2): L from diagonalization = [0, 2, 2, 3, 4]
(2,2): character at 90 degrees, from M values = -1.000000
(2,2): character at 90 degrees, closed formula = -1.000000
(2,2): dimension if K = 0 wrongly ran in steps of one = 30
(4,2): bands with largest K = 2: K = 2, L = [2, 3, 4, 5, 6]
(4,2): bands with largest K = 2: K = 0, L = [0, 2, 4]
(4,2): bands with largest K = 4: K = 4, L = [4, 5, 6]
(4,2): bands with largest K = 4: K = 2, L = [2, 3, 4]
(4,2): bands with largest K = 4: K = 0, L = [0, 2]
(4,2): L from diagonalization = [0, 2, 2, 3, 4, 4, 5, 6]
(4,2): dimension = 60
OK
```
